# Conductivity of a thin metal film limited by diffuse surfaces

## Problem

A metal film of thickness $d$ has hard walls at $z=0$ and $z=d$. Its electrons are free, with mass $m$, two spin states and a fixed Fermi wave number $k_F$. The motion across the film is quantized into subbands $n=1,2,\dots$ with

$$\psi_n\propto\sin(k_nz)\,e^{i(k_xx+k_yy)},\qquad k_n=\frac{n\pi}{d},\qquad v_n=\frac{\hbar k_n}{m}.$$

An electron in subband $n$ crosses the film in a time $d/v_n$ and so meets a wall at the rate $v_n/d$. The walls are fully diffuse: after a hit, all in-plane directions are equally likely. Take $1/\tau_n=v_n/d$ as the relaxation rate of subband $n$, and let there be no bulk scattering.

(a) Find the in-plane conductivity $\sigma$ at zero temperature. Is it finite, and how does it depend on $d$ when $k_Fd\gg1$?

(b) How is the answer related to the classical theory of a film with diffuse walls?

(c) Evaluate $\sigma$ for $d=10$ nm and $k_F=13.6$ nm$^{-1}$, a rough value for copper. Does the result describe a copper interconnect at room temperature?

## A tempting solution

Apply a field $\mathcal E$ along $x$. The force on an electron is $-e\mathcal E$, and the stationary Boltzmann equation reads

$$-\frac{e\mathcal E}{\hbar}\frac{\partial f_0}{\partial k_x}=-\frac{\delta f}{\tau_n}
\quad\Rightarrow\quad \delta f=e\mathcal E\,\tau_n v_x\frac{\partial f_0}{\partial E}.$$

No term for electrons scattered into a state is needed, because diffusely re-emitted electrons carry no mean in-plane momentum. The current density is the sum of $-ev_x\,\delta f$ over states, divided by $d$:

$$\sigma=\frac{2e^2}{d}\sum_n\tau_n\int\frac{d^2k}{(2\pi)^2}\,v_x^2\left(-\frac{\partial f_0}{\partial E}\right).$$

At zero temperature $-\partial f_0/\partial E=\delta(E-E_F)$, which fixes the in-plane wave number at $k^2=k_F^2-k_n^2$. With $v_x=\hbar k\cos\varphi/m$, $\int\cos^2\varphi\,d\varphi=\pi$ and $k\,dk=m\,dE/\hbar^2$, the integral is

$$\frac{1}{4\pi^2}\cdot\pi\cdot\frac{m}{\hbar^2}\cdot\frac{\hbar^2(k_F^2-k_n^2)}{m^2}=\frac{k_F^2-k_n^2}{4\pi m}.$$

Define $v_F=\hbar k_F/m$, $\kappa=k_Fd/\pi$ and $u_n=k_n/k_F=n/\kappa$. Then

$$\sigma=\frac{e^2}{2\pi md}\sum_n\tau_n(k_F^2-k_n^2)=\sigma_d\,\frac1\kappa\sum_{n=1}^{N}(1-u_n^2)\,\frac{v_F\tau_n}{d},\qquad
\sigma_d=\frac{e^2k_F^2d}{2\pi^2\hbar},\tag{1}$$

where $N$ is the integer part of $\kappa$. The given rate makes $v_F\tau_n/d=v_F/v_n=1/u_n$.

For the film in (c), $\kappa=43.3$. There are 43 closely spaced values of $u_n$, a distance $\Delta u=1/\kappa$ apart, so the sum is replaced by an integral:

$$\frac{\sigma}{\sigma_d}\approx\int_0^1\frac{1-u^2}{u}\,du=\Big[\ln u-\tfrac12u^2\Big]_0^1=\infty .$$

The conclusion would be that a film without bulk scattering has infinite conductivity, however diffuse its walls, because electrons moving almost parallel to the walls hardly ever hit them.

## Where it fails

Equation (1) is correct. The fault is the replacement of the sum by an integral. It requires the summand to change little from one term to the next. Near $u_n$ the factor $1/u$ changes by a relative amount of about $\Delta u/u_n=1/n$. For the first few subbands this is not small, and a larger $\kappa$ does not make it smaller.

The whole divergence comes from a region that holds no electrons. With a lower limit $\varepsilon$, the part of the integral below the first subband contains

$$\int_\varepsilon^{1/\kappa}\frac{du}{u}=\ln\frac{1}{\kappa\varepsilon},$$

which grows without bound as $\varepsilon\to0$, while the part from $1/\kappa$ to 1 is finite. But $u=0$ would require $n=0$, for which $\sin(k_nz)$ vanishes everywhere. Between hard walls the transverse wave number $k_n$ is never zero, so in this model every electron reaches a wall in a finite time.

## Solution

**(a)** Keep the sum. With $u_n=n/\kappa$,

$$\frac{\sigma}{\sigma_d}=\frac1\kappa\sum_{n=1}^N\left(\frac{\kappa}{n}-\frac n\kappa\right)=H_N-\frac{N(N+1)}{2\kappa^2},\qquad H_N=\sum_{n=1}^N\frac1n .\tag{2}$$

This is finite for every thickness. The mass has cancelled, since a heavier electron responds less to the field but also takes longer to reach a wall.

For large $\kappa$ write $N=\kappa-f$ with $0\le f<1$, and use $H_N=\ln N+\gamma+\frac1{2N}-\frac1{12N^2}+\dots$, where $\gamma=0.5772$ is Euler's constant. To order $\kappa^{-2}$,

$$H_N=\ln\kappa+\gamma+\frac{\frac12-f}{\kappa}+\frac{-\frac12f^2+\frac12f-\frac1{12}}{\kappa^2},$$

$$\frac{N(N+1)}{2\kappa^2}=\frac12+\frac{\frac12-f}{\kappa}-\frac{f(1-f)}{2\kappa^2}.$$

The terms in $1/\kappa$ cancel in the difference, and

$$\frac{\sigma}{\sigma_d}=\ln\kappa+\gamma-\frac12+\frac{f(1-f)-\frac1{12}}{\kappa^2}+O(\kappa^{-3}).$$

The leading behaviour is therefore

$$\boxed{\;\sigma\simeq\frac{e^2k_F^2d}{2\pi^2\hbar}\left[\ln\frac{k_Fd}{\pi}+\gamma-\frac12\right]\;}\tag{3}$$

The conductivity grows as $d\ln(k_Fd)$. One factor $d$ sets the scale of the distance between wall hits, which is $d/u_n$ in subband $n$. The logarithm counts the grazing subbands, down to the lowest one allowed.

At fixed $k_F$ the growth has no jumps. A new subband enters at $u_N=1$, where its weight $1-u_N^2$ is zero. Between entries, (2) gives

$$\frac{d}{d\kappa}\left(\kappa\,\frac{\sigma}{\sigma_d}\right)=H_N+\frac{N(N+1)}{2\kappa^2}>0,$$

and $\sigma$ itself is proportional to $\kappa\,(\sigma/\sigma_d)$, because $\sigma_d\propto\kappa$. In the opposite limit of a single occupied subband, $1\le\kappa<2$, equation (2) reduces to $\sigma=\sigma_d(1-1/\kappa^2)$. This vanishes at $\kappa=1$, where the film runs out of electrons; the logarithmic law does not apply there.

**(b)** The classical theory treats $u$ as continuous, and there bulk scattering is what keeps $\sigma$ finite. Let $L$ be the bulk mean free path. Adding the bulk rate $v_F/L$ to the wall rate gives $v_F\tau/d=1/(u+a)$ with $a=d/L$. Since $1-u^2=(a-u)(a+u)+1-a^2$,

$$\int_0^1\frac{1-u^2}{u+a}\,du=a-\frac12+(1-a^2)\ln\frac{1+a}{a}\;\longrightarrow\;\ln\frac Ld-\frac12\qquad(L\gg d).\tag{4}$$

Fuchs's theory of diffuse walls is not quite the same model. There an electron at height $z$, moving away from the wall at $z=0$, has flown for a time $z/(uv_F)$ since its last hit. Without bulk scattering this averages to $d/(2uv_F)$ over the film, half of the relaxation time used here. With bulk scattering, the average over $z$ of $(L/v_F)(1-e^{-z/(Lu)})$ replaces $\tau$, so that

$$\frac{\sigma_{\rm Fuchs}}{\sigma_d}=\frac1a\int_0^1(1-u^2)\,g\!\left(\frac au\right)du,\qquad g(y)=1-\frac{1-e^{-y}}{y}.$$

For small $a$ the term with $u^2$ tends to $-\int_0^1\frac u2\,du=-\frac14$, because $g(y)\approx y/2$. In the other term put $y=a/u$ and integrate by parts twice:

$$\int_a^\infty\frac{g}{y^2}\,dy=\frac{g(a)}a+\int_a^\infty\frac{1-e^{-y}-ye^{-y}}{y^3}\,dy\;\to\;\frac12+\frac14+\frac12\int_a^\infty\frac{e^{-y}}{y}\,dy .$$

The last integral is $-\ln a-\gamma$ for small $a$. Hence

$$\frac{\sigma_{\rm Fuchs}}{\sigma_d}\to\frac12\left[\ln\frac Ld+1-\gamma\right].\tag{5}$$

Both classical results diverge as $L\to\infty$, Fuchs's with half the coefficient. The subband sum with the same bulk rate levels off once $L\gg\kappa d$, because $u_n$ is never below $1/\kappa$. For $d=10$ nm, in units of $\sigma_d$:

| $L/d$ | rate model, continuous $u$ | Fuchs | subband sum |
|---|---|---|---|
| $10^2$ | 4.12 | 2.52 | 3.32 |
| $10^4$ | 8.71 | 4.82 | 3.84 |
| $10^6$ | 13.32 | 7.12 | 3.85 |

Comparing (3) with (4) shows that quantization acts like a bulk mean free path

$$L_{\rm eff}=e^{\gamma}\kappa d=\frac{e^\gamma k_Fd^2}{\pi}.$$

Here $\kappa d=v_F\tau_1$ is the flight length of the lowest subband. With the bulk electron density $n_e=k_F^3/(3\pi^2)$ and the Fermi momentum $p_F=\hbar k_F$, the unit of conductivity becomes $\sigma_d=3n_ee^2d/(2p_F)$. The classical theory takes $n_e$ and $p_F$ as independent data and drops the quantum relation between them. In these terms $\sigma_d$ contains no $\hbar$, while $\kappa=p_Fd/(\pi\hbar)$ grows without bound as $\hbar\to0$ at fixed $p_F$. The divergence then returns, logarithmically.

**(c)** For $d=10$ nm, $\kappa=13.6\times10/\pi=43.29$ and $N=43$. Equation (2) gives

$$\frac{\sigma}{\sigma_d}=4.350-0.505=3.845,\qquad \sigma=3.845\times2.281\times10^{7}=8.77\times10^7\ \text{S/m},$$

a resistivity of 1.14 µΩ cm. The logarithmic law (3) also gives 3.845. The lowest subband holds 3.5% of the electrons but carries 26% of the current, with a flight length of 433 nm.

The growth with thickness at fixed $k_F$ is:

| $d$ (nm) | $\sigma$ (S/m) | $\sigma/d$ (S/m per nm) |
|---|---|---|
| 5 | $3.59\times10^7$ | $7.19\times10^6$ |
| 10 | $8.77\times10^7$ | $8.77\times10^6$ |
| 20 | $2.07\times10^8$ | $1.04\times10^7$ |
| 40 | $4.77\times10^8$ | $1.19\times10^7$ |

Each doubling of $d$ adds the same amount to $\sigma/d$, namely $(\sigma_d/d)\ln2=1.58\times10^6$ S/m per nm, as (3) requires.

## Copper at room temperature

The result does not describe a copper interconnect. With a rough room-temperature path $L=40$ nm, the free-electron bulk resistivity is 1.64 µΩ cm, already more than the 1.14 µΩ cm that the surfaces alone give. The quantum cutoff corresponds to $L_{\rm eff}=771$ nm, so bulk scattering limits the grazing electrons first. At this $L$ the two paths become equal only at $d=2.3$ nm (2.4 nm if (2) is matched to the full form of (4) rather than to its limit for $L\gg d$). Adding the bulk rate in each subband gives 3.61 µΩ cm, whereas adding the two resistivities gives 2.78. The sum of resistivities is too low because bulk scattering shortens the longest paths most: that of the lowest subband falls from 433 nm to about 37 nm. The grazing subbands together thus lose the advantage that made the surface-limited resistivity small. The lowest one contributes most to this, but most of the excess would remain without it. With the same rates but continuous $u$ the value is 3.48 µΩ cm, so quantization changes it by about 4% at fixed $k_F$. About a third of this change arises because the film with hard walls then holds 1.7% fewer electrons than the bulk density would give; at the bulk density the change is 2.5%. These figures belong to the present rate model and depend on how the walls are described. Fuchs's walls give 4.48. Grain boundaries, which real lines contain, can matter as much: in the Mayadas–Shatzkes model, with a rough reflection coefficient of 0.25 and grains 10 nm apart, they raise the bulk value from 1.64 to 4.65 µΩ cm before any surface scattering is counted. The non-spherical Fermi surface of copper is left out throughout.

Other assumptions affect the surface-limited result itself. Thermal smearing at 300 K, with the Fermi level held fixed, changes $\sigma$ by far less than 0.1%. Keeping the bulk electron density instead of $k_F$ raises $\sigma$ by 1.3%. The level width $\hbar/\tau_n$, relative to the spacing to the next level, is

$$\frac{\hbar^2n\pi/(md^2)}{\hbar^2\pi^2(2n+1)/(2md^2)}=\frac{2n}{\pi(2n+1)},$$

which is 0.21 for $n=1$ and approaches $1/\pi$ for large $n$, at any thickness. By this estimate the subbands are resolved, but not sharply, and only without bulk scattering: for $L=40$ nm the bulk width $\hbar v_F/L=26$ meV exceeds the lowest spacing of the 10 nm film, 11 meV. The estimate takes the relaxation rate at face value, which means that a wave keeps a fraction $e^{-1}$ of its intensity per crossing. A wall that reflected no coherent wave at all would leave no standing waves, and hence no subbands. The finite result also rests on treating the levels as sharp. If the walls reflect with amplitude $-e^{-1/2}$ at every angle, the transverse density of states near $u=0$ is reduced only by the factor $(1-e^{-1/2})/(1+e^{-1/2})=\tanh\frac14$. Its square enters the conductivity, and the logarithmic divergence returns with the small coefficient $\tanh^2\frac14=0.06$. In such a wave picture finiteness needs reflection that becomes perfect at grazing incidence. The model therefore combines quantized $k_n$ with a classical hit rate and is not a full quantum theory of diffuse walls. The factor of two between the logarithms in (4) and (5) shows that even the coefficient of the logarithm depends on how the walls are modelled.

The rate law matters far more than the temperature or the small change in electron density. If the rate were $v_Fu_n^2/d$, equal to the present one at normal incidence but smaller at grazing angles, (1) would give

$$\frac{\sigma}{\sigma_d}=\frac1\kappa\sum_{n=1}^N\left(\frac{\kappa^2}{n^2}-1\right)\simeq\frac{\pi^2}{6}\,\kappa ,$$

so that $\sigma\propto d^2$ at leading order. For the 10 nm film the full sum is 18 times the present result. The conductivity would still be finite, since no subband has $u_n=0$, but the law $d\ln(k_Fd)$ belongs to a wall rate proportional to $v_z$. The numerical output below lists most of the values used here.

## Table of computed values

```
INPUT (rough copper-like values)
kF = 13.6 1/nm, d = 10 nm, L = 40 nm, T = 300 K
SURFACE SCATTERING ONLY, d = 10 nm
kappa = kF d/pi = 43.290, N = 43
harmonic number H_N = 4.3500
N(N+1)/(2 kappa^2) = 0.5048
sigma/sigma_d, explicit sum = 3.84521
sigma/sigma_d, log law      = 3.84514
sigma_d = 2.2808e+07 S/m
sigma = 8.7703e+07 S/m, resistivity = 1.140 uOhm cm
lowest subband: 26.0 % of current, 3.5 % of electrons
flight length of lowest subband vF*tau_1 = 433 nm
equivalent bulk path L_eff = 771 nm
THICKNESS TABLE (surface only; last column adds bulk path L)
d nm | kappa | sigma S/m | log law S/m | sigma/d S/m/nm | rho | rho+bulk uOhm cm
 2.5 |  10.82 | 1.402e+07 | 1.402e+07 | 5.609e+06 | 7.131 | 9.722
 5.0 |  21.65 | 3.595e+07 | 3.595e+07 | 7.190e+06 | 2.782 | 5.431
10.0 |  43.29 | 8.770e+07 | 8.770e+07 | 8.770e+06 | 1.140 | 3.613
20.0 |  86.58 | 2.070e+08 | 2.070e+08 | 1.035e+07 | 0.483 | 2.698
40.0 | 173.16 | 4.773e+08 | 4.773e+08 | 1.193e+07 | 0.210 | 2.205
CLASSICAL INTEGRALS AGAINST SUBBAND SUM, d = 10 nm, units of sigma_d
L/d | rate model, classical | Fuchs | subband sum
4e+00 | 1.259 | 0.979 | 1.213
1e+02 | 4.125 | 2.517 | 3.316
1e+04 | 8.711 | 4.817 | 3.838
1e+06 | 13.316 | 7.119 | 3.845
WHAT THE MODEL NEGLECTS, d = 10 nm
bulk resistivity for L: 1.644 uOhm cm
bulk and surface resistivities simply added: 2.784 uOhm cm
bulk and surface rates in each subband: 3.613 uOhm cm
same rates, classical angles: 3.483 uOhm cm
Fuchs diffuse film with L: 4.479 uOhm cm
thickness at which L_eff = L: 2.28 nm
level width/spacing: n=1 0.212, n=N 0.315
subband spacing: n=1 11.3 meV, n=N 327 meV; kT 25.9 meV
change of sigma from 5 K to 300 K by smearing: 5.7e-05 %
mesh 8000 -> 4000 shifts quadrature sigma by 7.1e-04 %
bulk density kept in hard walls: kF +0.58 %, sigma +1.31 %
rate vF*u^2/d instead of vF*u/d: sigma larger by factor 18.0
grain boundaries (R = 0.25, spacing d): alpha = 1.333, bulk resistivity -> 4.65 uOhm cm
```
